**Apparent band-gap narrowing from the equilibrium carrier product**

The program tests \(k_BT\ln(n_0p_0/n_i^2)=\Delta E_g-k_BT[\eta-\ln(n_0/N_c)]\) for n-type material with rigidly shifted parabolic bands and dilute holes. Here \(n_0\) and \(p_0\) are the electron and hole densities, \(n_i\) is the undoped density, \(\Delta E_g\) is the true gap shrinkage, \(N_c\) is the conduction-band effective density of states, and \(\eta=(E_F-E_c)/k_BT\). The left side comes from k-space integration and charge neutrality, the right side from one-dimensional Fermi integrals. Assertions compare the two at five dopings and cover different divisions of the edge shifts, a common shift, changed masses and p-type doping. Further assertions cover the sign and growth of the statistical penalty, its low- and high-density limits, the temperature slope and the inversion for the true shrinkage. For the model parameters at 300 K and \(10^{20}\) cm\(^{-3}\), an assumed true shrinkage of 100 meV appears as 69.4 meV in the carrier product and as 56.1 meV in the Arrhenius slope.

## Numerical check

```python
"""
Apparent electrical band-gap narrowing of heavily doped silicon.

Result under test, for n-type material with rigidly shifted parabolic bands:
    kT ln(n0 p0 / ni^2) = shrinkage - kT [eta - ln(n0/Nc)],
where F_half(eta) = n0/Nc and eta = (Fermi level - conduction edge)/kT.
n0, p0: equilibrium electron and hole densities; ni: undoped density at the
same temperature; Nc, Nv: effective densities of states; shrinkage: true gap
reduction. Changed masses add kT ln(Nc_new Nv_new / (Nc Nv)).
The left side is found by k-space integration and charge neutrality; the
right side uses one-dimensional Fermi integrals.
Energies are in eV, densities in m^-3 unless a printed label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

KB = const.k / const.e
HBAR = const.hbar
M0 = const.m_e
CM3 = 1e6                       # one cm^-3 expressed in m^-3

GAP = 1.1
ML, MT, MH = 0.9, 0.2, 1.0      # masses in units of the electron mass
VALLEYS = 6
T0 = 300.0
NODES, WEIGHTS = np.polynomial.legendre.leggauss(160)


def kspace_density(m_long, m_trans, valleys, eta, temp):
    """Carrier density from a two-dimensional integral over k-space."""
    kt = const.k * temp
    e_max = (max(eta, 0.0) + 40.0) * kt
    kl_max = np.sqrt(2 * m_long * M0 * e_max) / HBAR
    kt_max = np.sqrt(2 * m_trans * M0 * e_max) / HBAR
    kl = 0.5 * kl_max * (NODES + 1)
    kp = 0.5 * kt_max * (NODES + 1)
    wl = 0.5 * kl_max * WEIGHTS
    wp = 0.5 * kt_max * WEIGHTS
    energy = (HBAR**2 * kl[:, None]**2 / (2 * m_long * M0)
              + HBAR**2 * kp[None, :]**2 / (2 * m_trans * M0))
    occupation = 1 / (np.exp(energy / kt - eta) + 1)
    integral = 2 * wl @ occupation @ (wp * 2 * np.pi * kp)
    return 2 * valleys * integral / (2 * np.pi)**3


def equilibrium(temp, doping, shift_c=0.0, shift_v=0.0,
                scale_c=1.0, scale_v=1.0):
    """Solve neutrality; positive doping means donors, negative acceptors."""
    edge_c, edge_v = GAP - shift_c, shift_v
    donors, acceptors = max(doping, 0.0), max(-doping, 0.0)

    def densities(fermi):
        n = kspace_density(ML * scale_c, MT * scale_c, VALLEYS,
                           (fermi - edge_c) / (KB * temp), temp)
        p = kspace_density(MH * scale_v, MH * scale_v, 1,
                           (edge_v - fermi) / (KB * temp), temp)
        return n, p

    def imbalance(fermi):
        n, p = densities(fermi)
        return np.log((n + acceptors) / (p + donors))

    fermi = brentq(imbalance, edge_v - 0.5, edge_c + 0.5, xtol=1e-14)
    n, p = densities(fermi)
    return n, p, fermi - edge_c, edge_v - fermi


def direct_apparent(temp, doping, **changes):
    """Apparent narrowing straight from its definition."""
    n, p, _, _ = equilibrium(temp, doping, **changes)
    n_ref, p_ref, _, _ = equilibrium(temp, 0.0)
    return KB * temp * np.log(n * p / (n_ref * p_ref))


def fermi_half(eta):
    top = np.sqrt(max(eta, 0.0) + 40.0)
    value = quad(lambda t: 2 * t * t / (np.exp(t * t - eta) + 1),
                 0, top, epsabs=0, epsrel=1e-11, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


def fermi_minus_half(eta):
    top = np.sqrt(max(eta, 0.0) + 40.0)
    value = quad(lambda t: 1 / (np.exp(t * t - eta) + 1),
                 0, top, epsabs=0, epsrel=1e-11, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


def reduced_fermi(u):
    return brentq(lambda eta: np.log(fermi_half(eta) / u), -30, 80)


def effective_dos(mass_product, valleys, temp):
    """mass_product is the product of the three principal masses."""
    thermal = M0 * const.k * temp / (2 * np.pi * HBAR**2)
    return 2 * valleys * np.sqrt(mass_product) * thermal**1.5


def dos_c(temp):
    return effective_dos(ML * MT**2, VALLEYS, temp)


def dos_v(temp):
    return effective_dos(MH**3, 1, temp)


def penalty(density, dos, temp):
    """Energy removed from the true shrinkage by Fermi statistics."""
    u = density / dos
    return KB * temp * (reduced_fermi(u) - np.log(u))


kT = KB * T0
Nc, Nv = dos_c(T0), dos_v(T0)
TOL = 1e-7 * kT                 # quadrature and root-finding error allowance

# Counting states in the ellipsoidal valleys.
for eta in (-5.0, 0.0, 3.0, 8.0):
    direct = kspace_density(ML, MT, VALLEYS, eta, T0)
    assert abs(direct / (Nc * fermi_half(eta)) - 1) < 1e-8

# Undoped reference density.
n_ref, p_ref, _, _ = equilibrium(T0, 0.0)
ni = np.sqrt(n_ref * p_ref)
assert abs(ni**2 / (Nc * Nv * np.exp(-GAP / kT)) - 1) < 1e-7

# Main result over the doping range.
SC, SV = 0.06, 0.04
SHRINK = SC + SV
DENSITIES = [1e18, 1e19, 3e19, 1e20, 3e20]
for density in DENSITIES:
    doping = density * CM3
    direct = direct_apparent(T0, doping, shift_c=SC, shift_v=SV)
    assert abs(direct - (SHRINK - penalty(doping, Nc, T0))) < TOL

# Different edge divisions, and a common shift of both edges.
ND = 1e20 * CM3
apparent = direct_apparent(T0, ND, shift_c=SC, shift_v=SV)
for sc, sv in ((0.10, 0.0), (0.0, 0.10), (0.13, -0.03)):
    other = direct_apparent(T0, ND, shift_c=sc, shift_v=sv)
    assert abs(other - apparent) < TOL

# Changed masses in both bands together with shifted edges.
scale_c, scale_v = 1.1, 1.2
new_Nc = effective_dos(ML * MT**2 * scale_c**3, VALLEYS, T0)
new_Nv = effective_dos((MH * scale_v)**3, 1, T0)
direct = direct_apparent(T0, ND, shift_c=SC, shift_v=SV,
                         scale_c=scale_c, scale_v=scale_v)
derived = (SHRINK + kT * np.log(new_Nc * new_Nv / (Nc * Nv))
           - penalty(ND, new_Nc, T0))
assert abs(direct - derived) < TOL

# A hole-mass change alone mimics a change of gap shrinkage.
mass_only = (direct_apparent(T0, ND, scale_v=1.2)
             - direct_apparent(T0, ND))
assert abs(mass_only - kT * np.log(new_Nv / Nv)) < TOL

# Acceptor doping: the majority factor now belongs to the valence band.
p_type = direct_apparent(T0, -ND, shift_c=SC, shift_v=SV)
assert abs(p_type - (SHRINK - penalty(ND, Nv, T0))) < TOL

# Sign and growth of the penalty.
for u in (0.03, 0.3, 3.0, 10.0):
    eta = reduced_fermi(u)
    ratio = fermi_half(eta) / fermi_minus_half(eta)
    step = 1e-3
    growth = (reduced_fermi(u * np.exp(step))
              - reduced_fermi(u * np.exp(-step))) / (2 * step)
    assert eta > np.log(u) and ratio > 1
    assert abs(growth - ratio) < 1e-5

# Low-density and high-density limits.
u_low = 0.1
series = u_low / np.sqrt(8) + (3 / 16 - np.sqrt(3) / 9) * u_low**2
assert abs(reduced_fermi(u_low) - np.log(u_low) - series) < 1e-6
u_high = 200.0
eta0 = (3 * np.sqrt(np.pi) * u_high / 4)**(2 / 3)
sommerfeld = eta0 * (1 - np.pi**2 / (12 * eta0**2))
assert abs(reduced_fermi(u_high) - sommerfeld) < 1e-3

# Slope of ln(n0 p0/ni^2) against 1/kT at fixed doping and shifts.
h = 1e-3
logs = []
for factor in (1 - h, 1 + h):
    temp = T0 / factor
    value = direct_apparent(temp, ND, shift_c=SC, shift_v=SV)
    logs.append(value / (KB * temp))
slope = (logs[1] - logs[0]) / (2 * h / kT)
eta_d = reduced_fermi(ND / Nc)
g = fermi_half(eta_d) / fermi_minus_half(eta_d)
assert abs(slope - (SHRINK - 1.5 * kT * (g - 1))) < 1e-6

# Inversion: recover the true shrinkage, then feed it to the direct solver.
N_INV, APP_INV = 5e19 * CM3, 0.060
pen_inv = penalty(N_INV, Nc, T0)
true_inv = APP_INV + pen_inv
assert abs(direct_apparent(T0, N_INV, shift_c=true_inv) - APP_INV) < TOL

# Minority holes are nondegenerate and negligible in the neutrality balance.
n0, p0, ef_c, ev_f = equilibrium(T0, ND, shift_c=SC, shift_v=SV)
hole_error = np.exp(ev_f / kT) / np.sqrt(8)
assert hole_error < 1e-12 and p0 / n0 < 1e-12

print(f"Inputs: gap {GAP:.2f} eV, T {T0:.0f} K, valleys {VALLEYS}")
print(f"Masses ml, mt, mh: {ML:.1f}, {MT:.1f}, {MH:.1f} electron masses")
print(f"Thermal energy kT: {1e3*kT:.3f} meV")
print(f"Nc: {Nc/CM3:.4e} cm^-3")
print(f"Nv: {Nv/CM3:.4e} cm^-3")
print(f"Undoped density ni: {ni/CM3:.4e} cm^-3")
print("Statistical penalty at 300 K:")
print("n0 (cm^-3)   n0/Nc     eta   EF-Ec (meV)  penalty (meV)")
for density in DENSITIES:
    u = density * CM3 / Nc
    eta = reduced_fermi(u)
    pen = penalty(density * CM3, Nc, T0)
    print(f"{density:.1e}  {u:8.4f} {eta:8.4f} {1e3*kT*eta:9.2f}"
          f" {1e3*pen:12.3f}")
print(f"Main example, donor density: {ND/CM3:.1e} cm^-3")
print(f"Conduction edge lowered by: {1e3*SC:.0f} meV")
print(f"Valence edge raised by: {1e3*SV:.0f} meV")
print(f"True shrinkage: {1e3*SHRINK:.0f} meV")
print(f"ln(n0/Nc): {np.log(ND/Nc):.4f}")
print(f"EF-Ec from neutrality: {1e3*ef_c:.2f} meV")
print(f"Factor F_half(eta) exp(-eta): {ND/Nc*np.exp(-eta_d):.4f}")
print(f"Factor exp(true shrinkage/kT): {np.exp(SHRINK/kT):.2f}")
print(f"n0 p0/ni^2: {n0*p0/ni**2:.3f}")
print(f"Apparent narrowing, direct: {1e3*apparent:.3f} meV")
print(f"Hole density p0: {p0/CM3:.4f} cm^-3")
print(f"ni^2/n0, no corrections: {ni**2/n0/CM3:.4f} cm^-3")
print(f"Relative hole-statistics error: {hole_error:.1e}")
print(f"Ratio g = F_half/F_minus_half: {g:.4f}")
print(f"Narrowing from Arrhenius slope: {1e3*slope:.2f} meV")
print("Apparent narrowing at fixed 100 meV true shrinkage:")
for temp in (250.0, 300.0, 350.0, 400.0):
    value = direct_apparent(temp, ND, shift_c=SC, shift_v=SV)
    print(f"  T = {temp:.0f} K: {1e3*value:.2f} meV")
print(f"Inversion density: {N_INV/CM3:.1e} cm^-3")
print(f"Inversion, apparent value given: {1e3*APP_INV:.0f} meV")
print(f"Inversion, penalty: {1e3*pen_inv:.2f} meV")
print(f"Inversion, true shrinkage: {1e3*true_inv:.2f} meV")
print(f"Effect of 20% larger hole mass: {1e3*mass_only:.2f} meV")
print(f"p-type apparent value, same shifts: {1e3*p_type:.2f} meV")
print("checks complete")
```

Output:

```
Inputs: gap 1.10 eV, T 300 K, valleys 6
Masses ml, mt, mh: 0.9, 0.2, 1.0 electron masses
Thermal energy kT: 25.852 meV
Nc: 2.8568e+19 cm^-3
Nv: 2.5094e+19 cm^-3
Undoped density ni: 1.5422e+10 cm^-3
Statistical penalty at 300 K:
n0 (cm^-3)   n0/Nc     eta   EF-Ec (meV)  penalty (meV)
1.0e+18    0.0350  -3.3399    -86.34        0.320
1.0e+19    0.3500  -0.9265    -23.95        3.184
3.0e+19    1.0501   0.4149     10.73        9.462
1.0e+20    3.5005   2.4356     62.96       30.575
3.0e+20   10.5014   5.6479    146.01       85.217
Main example, donor density: 1.0e+20 cm^-3
Conduction edge lowered by: 60 meV
Valence edge raised by: 40 meV
True shrinkage: 100 meV
ln(n0/Nc): 1.2529
EF-Ec from neutrality: 62.96 meV
Factor F_half(eta) exp(-eta): 0.3065
Factor exp(true shrinkage/kT): 47.85
n0 p0/ni^2: 14.665
Apparent narrowing, direct: 69.425 meV
Hole density p0: 34.8776 cm^-3
ni^2/n0, no corrections: 2.3783 cm^-3
Relative hole-statistics error: 4.9e-19
Ratio g = F_half/F_minus_half: 2.1330
Narrowing from Arrhenius slope: 56.07 meV
Apparent narrowing at fixed 100 meV true shrinkage:
  T = 250 K: 66.94 meV
  T = 300 K: 69.42 meV
  T = 350 K: 71.44 meV
  T = 400 K: 73.12 meV
Inversion density: 5.0e+19 cm^-3
Inversion, apparent value given: 60 meV
Inversion, penalty: 15.62 meV
Inversion, true shrinkage: 75.62 meV
Effect of 20% larger hole mass: 7.07 meV
p-type apparent value, same shifts: 65.39 meV
checks complete
```
